# Dopant Loss Through a Surface: From Linear to Square-Root Time

## 1. What goes wrong with a single power law

Silicon doped uniformly with arsenic at $10^{18}\ \mathrm{cm^{-3}}$ is held at 1100 °C for 10 s with a bare surface, and arsenic escapes. How much is lost?

One estimate multiplies the initial escape rate by the time. With the rough parameters used below it gives $5.0\times10^{11}\ \mathrm{cm^{-2}}$. Another takes the surface concentration to be zero and lets diffusion set the rate, which gives $6.2\times10^{11}\ \mathrm{cm^{-2}}$. The model containing both processes gives $2.9\times10^{11}\ \mathrm{cm^{-2}}$. The first estimate is 73% above this value, and the second is more than twice as large. The first ignores the depletion of the surface; the second ignores the finite rate at which atoms leave it.

A fit to one power of time has a related fault: the power itself changes during the anneal. We need the solution that joins the two regimes.

## 2. The model

The crystal occupies $x>0$. The concentration $C(x,t)$ obeys

$$C_t=D\,C_{xx},\qquad C(x,0)=C_0, \tag{1}$$

where subscripts $x$ and $t$ denote derivatives and $D$ is constant. The flux in the $+x$ direction is $-D\,C_x$, so the outward flux at the surface is $+D\,C_x(0,t)$. We set it equal to the escape rate:

$$D\,C_x(0,t)=h\,C(0,t),\qquad h>0. \tag{2}$$

The transfer coefficient $h$ is a speed. Equation (2) assumes that the ambient returns no dopant, the surface stores none, and the surface does not move. Constant $D$ and $h$ also require constant temperature, point defects in equilibrium, and doping low enough not to alter the diffusivity.

Two scales follow: the length $D/h$ and the time $D/h^2$. The tangent to the profile at the surface, extended outwards, reaches zero at $x=-D/h$, because (2) gives $C(0)+xC_x(0)=C(0)(1+hx/D)$.

**The solution is unique.** Let $u$ be the difference of two solutions that approach $C_0$ fast enough at depth for the integrals below to exist. Then $u$ starts at zero, and integration by parts gives

$$\frac{d}{dt}\int_0^\infty\frac{u^2}{2}\,dx
=D\int_0^\infty u\,u_{xx}\,dx
=-D\,u(0,t)u_x(0,t)-D\int_0^\infty u_x^2\,dx.$$

By (2), the first term on the right is $-h\,u(0,t)^2$. The non-negative integral of $u^2/2$ starts at zero and cannot grow, so $u=0$.

## 3. Turning the mixed condition into a fixed one

Condition (2) mixes a value and a slope. Define

$$\varphi=C-\frac{D}{h}\,C_x. \tag{3}$$

Since $D$ and $h$ are constants, $\varphi$ obeys the same diffusion equation as $C$. Condition (2) makes $\varphi(0,t)=0$. Initially $C_x=0$ inside the crystal, so $\varphi(x,0)=C_0$ for $x>0$. This is the problem of a surface held at zero, and its solution is

$$\varphi=C_0\,\mathrm{erf}(z),\qquad z=\frac{x}{2\sqrt{Dt}}. \tag{4}$$

To check it, use $\mathrm{erf}'(z)=2e^{-z^2}/\sqrt\pi$:

$$\varphi_x=\frac{C_0}{\sqrt{\pi Dt}}\,e^{-x^2/4Dt},\qquad
\varphi_{xx}=-\frac{x}{2Dt}\,\varphi_x. \tag{5}$$

Since $z_t=-z/(2t)$ and $z_x=z/x$, we also have $\varphi_t=-(x/2t)\varphi_x$. This equals $D\varphi_{xx}$. At $x=0$ the error function vanishes, and for fixed $x>0$ it tends to 1 as $t\to0$.

## 4. Recovering the concentration

Rearrange (3) as a first-order equation in $x$ and multiply by $e^{-hx/D}$:

$$C_x-\frac hD C=-\frac hD\varphi
\quad\Longrightarrow\quad
\frac{\partial}{\partial x}\left(e^{-hx/D}C\right)=-\frac hD e^{-hx/D}\varphi.$$

Integrate from $x$ to infinity. Because $C$ is bounded, the contribution at infinity vanishes, which excludes the growing exponential. Hence

$$C(x,t)=\frac hD\int_x^\infty e^{-h(\xi-x)/D}\,\varphi(\xi,t)\,d\xi. \tag{6}$$

This does solve the original problem. With $\eta=\xi-x$, (6) is a sum of shifted functions $\varphi(x+\eta,t)$ with constant weights, and each satisfies the diffusion equation. At $x=0$, equation (3) and $\varphi=0$ restore condition (2). As $t\to0$, $\varphi\to C_0$, and the weights integrate to one, so $C\to C_0$.

To evaluate (6), note that $(h/D)e^{-h(\xi-x)/D}$ is minus the $\xi$-derivative of $e^{-h(\xi-x)/D}$. Integration by parts gives

$$C=\varphi(x,t)+\int_x^\infty e^{-h(\xi-x)/D}\,\varphi_\xi\,d\xi.$$

Insert (5) and complete the square:

$$\frac{\xi^2}{4Dt}+\frac{h\xi}{D}
=\frac{(\xi+2ht)^2}{4Dt}-\frac{h^2t}{D}.$$

Now set $s=(\xi+2ht)/(2\sqrt{Dt})$, so that $d\xi=2\sqrt{Dt}\,ds$. The lower limit becomes $x/(2\sqrt{Dt})+h\sqrt{t/D}$. The prefactor becomes $2/\sqrt\pi$, just what the complementary error function requires. Therefore

$$\frac{C}{C_0}=\mathrm{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right)
+e^{hx/D+h^2t/D}\,
\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}+h\sqrt{\frac tD}\right). \tag{7}$$

At the surface the first term vanishes. With $\tau=h^2t/D$,

$$\boxed{\frac{C(0,t)}{C_0}=w(\tau)=e^\tau\,\mathrm{erfc}\sqrt\tau.} \tag{8}$$

## 5. The lost dose

The dose lost per unit area is the time integral of the escaping flux. Since $dt=(D/h^2)\,d\tau$,

$$Q(t)=h\int_0^t C(0,t')\,dt'
=\frac{C_0D}{h}\int_0^\tau w(\tau')\,d\tau'. \tag{9}$$

The integral follows from differentiating $w$. The derivative of $\mathrm{erfc}\sqrt\tau$ is $-e^{-\tau}/\sqrt{\pi\tau}$, so the product rule gives

$$w'=w-\frac{1}{\sqrt{\pi\tau}},\qquad\text{or}\qquad
w=w'+\frac{1}{\sqrt{\pi\tau}}. \tag{10}$$

With $w(0)=1$, integration yields

$$\boxed{Q=\frac{C_0D}{h}\,g(\tau),\qquad
g(\tau)=w(\tau)-1+2\sqrt{\frac{\tau}{\pi}}.} \tag{11}$$

The same dose must be missing from the crystal. Indeed,

$$\frac{d}{dt}\int_0^\infty(C_0-C)\,dx
=-D\int_0^\infty C_{xx}\,dx=D\,C_x(0,t)=h\,C(0,t),$$

because the slope vanishes at depth. Both quantities start at zero and grow at the same rate, so they are equal.

## 6. Short and long times

**Short time, $\tau\ll1$.** Multiply the series

$$e^\tau=1+\tau+\frac{\tau^2}{2}+\dots,\qquad
\mathrm{erfc}\sqrt\tau=1-\frac{2}{\sqrt\pi}\left(\sqrt\tau-\frac{\tau^{3/2}}3+\dots\right).$$

The coefficient of $\tau^{3/2}$ is $2/(3\sqrt\pi)-2/\sqrt\pi=-4/(3\sqrt\pi)$. In $g$, the constant and the $\sqrt\tau$ term cancel, leaving

$$g=\tau-\frac{4}{3\sqrt\pi}\tau^{3/2}+\frac{\tau^2}{2}-\dots,
\qquad Q\simeq hC_0t. \tag{12}$$

The surface is still nearly full, so $D$ is absent at leading order. The relative correction grows as $\sqrt\tau$, however, and becomes visible early.

**Long time, $\tau\gg1$.** In the integral for $\mathrm{erfc}\sqrt\tau$, shift the variable by $\sqrt\tau$:

$$w=\frac{2}{\sqrt\pi}\int_0^\infty e^{-2\sqrt\tau\,u-u^2}\,du.$$

For $u>0$, $1-u^2<e^{-u^2}<1$. Integrating these bounds gives

$$\frac{1}{\sqrt{\pi\tau}}\left(1-\frac1{2\tau}\right)<w<\frac{1}{\sqrt{\pi\tau}}. \tag{13}$$

Thus the surface concentration falls as $C_0\sqrt{D/(\pi h^2t)}$, and

$$g=2\sqrt{\frac\tau\pi}-1+\frac1{\sqrt{\pi\tau}}-\dots,\qquad
Q\simeq2C_0\sqrt{\frac{Dt}{\pi}}-\frac{C_0D}{h}. \tag{14}$$

The leading term is the loss from a surface held at zero and does not depend on $h$. The subtracted dose is what a slab of thickness $D/h$ would have held. It is a lasting offset, though its share of the total shrinks.

The upper bound in (13), used in (10), shows that $w'<0$. Hence $w<1$ for $\tau>0$, and (9) gives $Q<hC_0t$. Since $w-1<0$, (11) also gives $Q<2C_0\sqrt{Dt/\pi}$. The linear law and the square-root law without its offset are therefore upper bounds at every positive time. With the offset included, the long-time form in (14) lies below the true loss, because $w>0$ in (11).

## 7. The width of the crossover

The limiting laws meet when $\tau=2\sqrt{\tau/\pi}$, which gives

$$\tau_\times=\frac4\pi,\qquad t_\times=\frac{4D}{\pi h^2}. \tag{15}$$

This time marks the middle of the change, but neither law is accurate there: the true loss is 0.52 of their common value.

A local power of time is more informative. From $dQ/dt=hC_0w$ and (11),

$$n=\frac{d\ln Q}{d\ln t}=\frac{t\,hC_0w}{(C_0D/h)\,g}=\frac{\tau w}{g}. \tag{16}$$

The expansions above give

$$n\simeq1-\frac{2}{3}\sqrt{\frac{\tau}{\pi}}\quad(\tau\ll1),\qquad
n\simeq\frac12+\frac14\sqrt{\frac{\pi}{\tau}}\quad(\tau\gg1).$$

At $\tau_\times$, $n=0.75$. On a scan of 400 values from $\tau=10^{-4}$ to $10^6$, $n$ fell at every step and stayed between 1 and 1/2. This is a numerical finding over that range, not a proof that the fall is monotonic.

The linear law is 10% above the true loss at $\tau=0.017$, and the square-root law is 10% above it at $\tau=84$. These times differ by a factor of about 4800. The crossover is this broad because the relative errors of the two laws vary only as $\sqrt\tau$ and $1/\sqrt\tau$.

## 8. Which parameter does a measured loss determine?

Write (11) as $\ln Q=\ln C_0+\ln D-\ln h+\ln g(\tau)$. At fixed $D$ and $h$, time enters through $\tau$ alone, so $d\ln g/d\ln\tau=n$. Since $\ln\tau=2\ln h+\ln t-\ln D$,

$$\frac{\partial\ln Q}{\partial\ln h}=2n-1,\qquad
\frac{\partial\ln Q}{\partial\ln D}=1-n, \tag{17}$$

with the other parameter, $t$ and $C_0$ held fixed. The pair goes from $(1,0)$ at short time to $(0,\tfrac12)$ at long time. Within this model, an early loss measures $h$ and a late loss measures $D$. On a real wafer the early loss is the one most altered by temperature ramps and surface storage (Section 10). A fit of $h$ to late data is poorly conditioned.

## 9. Arsenic in silicon at 1100 °C

Take $D=3\ \mathrm{nm^2/s}$ and $h=0.5\ \mathrm{nm/s}$. These are rough values for this case, and $h$ is the less certain. Then

$$\frac Dh=\frac{3}{0.5}=6\ \mathrm{nm},\qquad
\frac{D}{h^2}=\frac{3}{0.25}=12\ \mathrm{s}.$$

Since $6\ \mathrm{nm}=6\times10^{-7}\ \mathrm{cm}$, the dose scale is $C_0D/h=6\times10^{11}\ \mathrm{cm^{-2}}$. For a 10 s anneal, $\tau=10/12=0.833$ and $w=0.453$. Hence

$$g=0.453-1+2\sqrt{0.833/\pi}=0.453-1+1.030=0.483,$$

$$Q=0.483\times6\times10^{11}=2.9\times10^{11}\ \mathrm{cm^{-2}},\qquad
n=\frac{0.833\times0.453}{0.483}=0.78.$$

Other times, with the same parameters, give:

| $t$ (s) | $C(0,t)/C_0$ | $Q$ (cm⁻²) | $n$ |
|---:|---:|---:|---:|
| 0.1 | 0.905 | $4.7\times10^9$ | 0.97 |
| 1 | 0.742 | $4.1\times10^{10}$ | 0.91 |
| 10 | 0.453 | $2.9\times10^{11}$ | 0.78 |
| 100 | 0.185 | $1.5\times10^{12}$ | 0.63 |
| 1000 | 0.061 | $5.6\times10^{12}$ | 0.55 |

The laws meet at 15 s. The linear law is already 10% high at 0.2 s, while the square-root law is still 10% high at about 1000 s. Anneals of seconds to minutes therefore lie inside the crossover for these parameters. At 1000 s, (14) explains the remaining gap: the square-root law gives $6.18\times10^{12}\ \mathrm{cm^{-2}}$, and subtracting the offset $0.60\times10^{12}$ leaves $5.58\times10^{12}$, close to the full result.

The balance equations were also solved by finite volumes, without error functions, at 0.1, 10 and 1000 s. The lost dose agreed with (11) within 0.001%. For the 10 s case, using 201 nodes instead of 401 shifted the loss by 0.0012%. This tests the mathematics, not the choice of physical model.

## 10. Where a real anneal departs from the model

**Parameters and temperature.** At 10 s the sensitivities (17) are 0.56 to $h$ and 0.22 to $D$. Halving $h$ changes the loss by −36%, and doubling it by +38%. A temperature 5 K higher raises the loss by 6%, with rough activation energies of 4 eV for $D$ and 2 eV for $h$. Heating and cooling at 150 K/s over 300 K, added to the 10 s hold, raise it by 7%. Added to a 1 s hold, the same ramps raise the loss by about three quarters, so the shortest times in the table describe an ideal step in temperature, not a real anneal with these ramps.

**Doping and fields.** The intrinsic carrier density is roughly $10^{19}\ \mathrm{cm^{-3}}$ at this temperature, ten times the doping. If all diffusion proceeds through singly charged defects and the built-in field is included, $D$ rises by about 10% where the doping is highest, and by less elsewhere; the loss rises by 1.6%. That estimate assumes local charge neutrality. The Debye length is 2 nm, smaller than $D/h$ but not negligible beside it, and solving Poisson's equation with no surface charge lowers the figure to about 1.2%. Band bending from surface charge can matter far more, because it draws ionized arsenic to the surface or pushes it away: in the same transport model, at fixed $h$, a surface potential 0.1 eV below or above the intrinsic level changes the 10 s loss by about +30% or −30%. The actual band bending of the surface is not known here.

**A moving surface.** For a rough silicon vapour pressure of $3\times10^{-7}$ Torr, free evaporation into vacuum moves the surface at 0.011 nm/s. Counting the dopant carried away with the silicon, the loss rises by 2.5%.

**A surface that stores dopant.** This can matter much more. Suppose an initially empty surface layer stays in equilibrium with the crystal beside it and holds $\lambda C(0,t)$ atoms per area. Condition (2) becomes

$$D\,C_x(0,t)=h\,C(0,t)+\lambda\,\frac{dC(0,t)}{dt}. \tag{18}$$

For a dilute layer with two sites per lattice-cell face, bound by energy $E$ relative to the eight sites in the cell volume, $\lambda=(a/4)e^{E/k_BT}$, where $a$ is the lattice parameter. An assumed $E=0.25$ eV gives $\lambda=1.1$ nm. After 10 s the crystal has then lost 7% more than in the basic model, but the gas has received 10% less. With $E=0.50$ eV, $\lambda=9.3$ nm and the changes are +51% and −54%. "Dose loss" now has two meanings, and a measurement must say which it records.

The layer is negligible when $\lambda C(0,t)\ll Q$. In the linear regime, where $C(0,t)\simeq C_0$ and $Q\simeq hC_0t$, this means $t\gg\lambda/h$. That regime also needs $t\ll D/h^2$, so both conditions can hold only if $\lambda\ll D/h$. The second binding energy violates this: 9.3 nm exceeds 6 nm. Its layer then spoils the whole linear regime and becomes negligible only at long time, when $C(0,t)$ has fallen and $Q$ has grown. The first binding energy leaves no linear regime either: $\lambda/h=2.2$ s, while the linear law is already 10% high at 0.2 s. After 1 s with $\lambda=1.1$ nm the crystal has lost about 2.2 times the basic value, and the gas has received 38% less. The figure of $2.9\times10^{11}\ \mathrm{cm^{-2}}$ is thus a result for a surface with little storage and little band bending, not a prediction for any bare wafer.

**An ambient that returns dopant.** Here the solution needs only a small change. If the outward flux is $h(C-C_*)$, with constant $C_*$, then $C-C_*$ obeys (1) and (2) with initial value $C_0-C_*$. Hence

$$C(0,t)=C_*+(C_0-C_*)\,w(\tau),\qquad
Q=\frac{(C_0-C_*)D}{h}\,g(\tau).$$

The time dependence is unchanged. For $C_*>C_0$, $Q$ is negative and the crystal takes up dopant.

The numerical output below gives the remaining digits.

## Computed results

```
temperature = 1100 C; initial doping = 1.0e+18 cm^-3
D = 3.0 nm^2/s; h = 0.50 nm/s (rough values)
length D/h = 6.00 nm; time D/h^2 = 12.00 s
dose scale C0 D/h = 6.000e+11 cm^-2
table: t (s), tau, C(0)/C0, lost dose (cm^-2), exponent n
      0.1   0.00833 0.9048 4.676e+09 0.9674
      1.0   0.08333 0.7425 4.091e+10 0.9073
     10.0   0.83333 0.4526 2.896e+11 0.7814
    100.0   8.33333 0.1854 1.466e+12 0.6324
   1000.0  83.33333 0.0614 5.617e+12 0.5469
table: t (s), linear law (cm^-2), square-root law (cm^-2)
      0.1 5.000e+09 6.180e+10
      1.0 5.000e+10 1.954e+11
     10.0 5.000e+11 6.180e+11
    100.0 5.000e+12 1.954e+12
   1000.0 5.000e+13 6.180e+12
limiting laws meet: tau = 1.2732, t = 15.28 s
there: true loss / limiting law = 0.5248
there: exponent n = 0.7525
linear law 10% too high: tau = 0.0173, t = 0.207 s
square-root law 10% too high: tau = 83.74, t = 1005 s
ratio of these two times = 4843
main anneal = 10 s; sqrt(D t) = 5.48 nm
main: sensitivity to h = 0.563, to D = 0.219
main: finite-volume C(0)/C0 = 0.45262, formula = 0.45261
main: finite-volume loss = 2.8961e+11 cm^-2, formula = 2.8961e+11 cm^-2
mesh shift of loss, 201 against 401 nodes = 0.0012 %
largest profile error, three times = 6.2e-06 of C0
largest dose error, three times = 0.0007 %
neglected effects: change of loss in the main anneal
intrinsic carriers (rough) = 1.0e+19 cm^-3; Debye length = 1.96 nm
largest D factor, charged defects and field = 1.1037
charged defects and field: +1.56 %
activation energies (rough): D 4.0 eV, h 2.0 eV
ramps of 150 K/s over 300 K: +6.8 %
temperature 5 K higher: +6.3 %
h halved: -36.3 %; h doubled: +38.3 %
silicon vapour pressure (rough) = 3e-07 Torr
recession in vacuum = 0.0107 nm/s: +2.46 %
surface binding 0.25 eV (assumed): store = 1.12 nm of crystal
  loss from crystal +7.2 %; loss to gas -10.3 %
surface binding 0.50 eV (assumed): store = 9.29 nm of crystal
  loss from crystal +51.0 %; loss to gas -53.6 %
lost dose / surface sites = 4.27e-04
```
